# When resistivity times mean free path is independent of temperature

## A sphere with one scattering time

Take a free-electron metal with Fermi wave vector $k_F$, in Hartree atomic units ($\hbar=m=e=1$), so that the Fermi speed is $k_F$. Let every electron on the Fermi surface have the same relaxation time $\tau$. The density is $n=k_F^3/3\pi^2$, the conductivity is $n\tau$, and the mean free path is $\lambda=k_F\tau$. Hence

$$\rho_0\lambda=\frac{3\pi^2}{k_F^3\tau}\,k_F\tau=\frac{3\pi^2}{k_F^2}.$$

Heating the metal shortens $\tau$, which raises $\rho_0$ and lowers $\lambda$ by the same factor. The product keeps a value set by the Fermi surface.

If $\tau$ varies over the surface, there is no longer one obvious $\lambda$. The answer to whether $\rho_0\lambda$ depends on temperature then requires a definition of $\lambda$. Here we choose the length that governs the first rise of resistivity as a thick film is made thinner.

## Definition and assumptions

A film of thickness $d$ has its normal along $z$ and carries current along $x$, both cube axes of a cubic crystal with mirror planes. Define

$$P\equiv\rho_0\lambda=\frac83\lim_{d\to\infty}d\,(\rho_{\rm film}-\rho_0).\tag{1}$$

Thus $\rho_{\rm film}\simeq\rho_0+3P/(8d)$ for a thick film. The factor $8/3$ will be seen to give $\lambda=k_F\tau$ for the sphere above.

Both surfaces scatter diffusely: electrons leave them with no memory of the field. The Fermi surface and its velocities $\mathbf v(\mathbf k)$ are fixed, so thermal expansion and thermal smearing are neglected. Transport obeys the linear Boltzmann equation with a relaxation time $\tau(\mathbf k,T)$ of cubic symmetry.

## Bulk and film conductivity

Let $f_0(\varepsilon)$ be the equilibrium distribution, $f_0'$ its energy derivative and $\delta f$ the deviation caused by a field $E$ along $x$. The electron charge is $-1$, so the force is $-E$, and in the steady state

$$v_z\frac{\partial\,\delta f}{\partial z}-E v_xf_0'=-\frac{\delta f}{\tau}.\tag{2}$$

In the bulk the first term vanishes and $\delta f=Ev_x\tau f_0'$. The current density, with two spins, is

$$j=-2\int\frac{d^3k}{(2\pi)^3}v_x\,\delta f
=\frac{E}{4\pi^3}\int d^3k\,v_x^2\tau(-f_0').$$

With $d^3k=dS\,d\varepsilon/|\mathbf v|$, and $-f_0'$ acting as a delta function at the Fermi energy,

$$\sigma_0=\frac{A}{4\pi^3},\qquad
A=\int dS\,\frac{v_x^2\tau}{|\mathbf v|}.\tag{3}$$

In the film write $\delta f=Ev_x\tau f_0'\,u$. Dividing (2) by $Ev_xf_0'$ gives

$$v_z\tau\,\frac{\partial u}{\partial z}+u=1.$$

For $v_z>0$ the electron last left the surface $z=0$, where $u=0$. For $v_z<0$ the same problem holds with $z$ measured from the other surface. With $l=|v_z|\tau$ the solution is $u=1-e^{-z/l}$, and its depth average is

$$\bar u=\frac1d\int_0^d(1-e^{-z/l})\,dz
=1-\frac ld\left(1-e^{-d/l}\right).\tag{4}$$

No shift of the local chemical potential is needed: $\delta f$ is odd in $v_x$, so the mirror $k_x\to-k_x$ makes the net charge and the net flux onto a surface vanish.

Each bulk contribution is multiplied by $\bar u$. When $d$ greatly exceeds the largest $l$, the exponential is negligible and

$$\sigma_{\rm film}=\frac{1}{4\pi^3}\left(A-\frac Bd\right),\qquad
B=\int dS\,\frac{v_x^2|v_z|\tau^2}{|\mathbf v|}.$$

The second power of $\tau$ has a simple origin. One factor measures the current an electron would carry in the bulk, the other the depth over which the surface suppresses it. Inverting,

$$d(\rho_{\rm film}-\rho_0)
=4\pi^3d\left[\frac1{A-B/d}-\frac1A\right]
=\frac{4\pi^3B}{A(A-B/d)}.\tag{5}$$

The limit $d\to\infty$ yields

$$\boxed{P=\frac{32\pi^3}{3}\frac{B}{A^2}},\qquad
\lambda=\frac P{\rho_0}=\frac83\frac BA.\tag{6}$$

To check the factor, take the sphere with constant $\tau$. Let $\mathbf n$ be the unit vector along $\mathbf k$, $c=n_z$, and let angle brackets denote an average over directions. Averaging over azimuth replaces $n_x^2$ by $(1-c^2)/2$, so

$$\langle n_x^2|n_z|\rangle=\int_0^1\frac{(1-c^2)c}{2}\,dc=\frac18,
\qquad \langle n_x^2\rangle=\frac13.$$

Therefore $B/A=k_F\tau\,(1/8)/(1/3)=3k_F\tau/8$, and (6) gives $\lambda=k_F\tau$.

## The invariance and its proper condition

Let $\tau(\mathbf k,T)=\tau_0(T)g(\mathbf k)$. Then $A$ is proportional to $\tau_0$ and $B$ to $\tau_0^2$, so $\tau_0$ cancels from $B/A^2$:

$$P=\frac{32\pi^3}{3}\,
\frac{\int dS\,v_x^2|v_z|g^2/|\mathbf v|}
{\left(\int dS\,v_x^2g/|\mathbf v|\right)^2}.\tag{7}$$

One isotropic scattering time is the case $g=1$, which proves the invariance for any fixed Fermi surface satisfying the assumptions. But (7) proves more. Anisotropic scattering with a fixed pattern $g$ can change the value of $P$, but does not make it depend on temperature. A mean free path that is the same everywhere on the surface, $g\propto1/|\mathbf v|$, is one such pattern. Within the relaxation-time model, the invariance can be broken only if the pattern itself changes with temperature.

The scaling argument does not need a relaxation time. Suppose the collision operator is $c(T)C_0$, where $C_0$ acts on $\mathbf k$ and is independent of temperature. Apart from constants, the film equation is

$$v_z\partial_z\varphi+c\,C_0\varphi=v_x.$$

Setting $\varphi(z)=\psi(cz)/c$ turns it into the equation for $\psi$ with $c=1$ in a film of thickness $cd$. A linear, homogeneous boundary condition that does not depend on temperature is unchanged. Hence $\rho_{\rm film}(d;c)=c\,\rho_{\rm film}(cd;1)$, and

$$d\,[\rho_{\rm film}(d;c)-\rho_0(c)]
=(cd)\,[\rho_{\rm film}(cd;1)-\rho_0(1)].$$

Both sides have the same limit for large $d$, provided the limit exists. The invariance thus comes from having a single temperature-dependent scale of scattering. The argument fixes the temperature independence of $P$, not its value: (6) and (7) hold only for a relaxation time, and even on an isotropic sphere an operator that favours forward scattering can give a $P$ well below $3\pi^2/k_F^2$. Two mechanisms with different angular forms do not add to $c(T)C_0$, so their competition can shift $P$ without any anisotropy over the Fermi surface.

## How a changing pattern breaks it

Differentiate $\ln P=\text{constant}+\ln B-2\ln A$ at fixed $\mathbf v$. Since $\partial\tau^2/\partial T=2\tau^2\,\partial\ln\tau/\partial T$,

$$\frac{d\ln P}{dT}=2\left[
\left\langle\frac{\partial\ln\tau}{\partial T}\right\rangle_B-
\left\langle\frac{\partial\ln\tau}{\partial T}\right\rangle_A
\right].\tag{8}$$

Here $\langle\cdots\rangle_A$ and $\langle\cdots\rangle_B$ are normalized averages with the integrands of $A$ and $B$ as weights. The film weight contains an extra $|v_z|\tau$: it favours electrons that travel far along the normal between collisions. If those electrons lose relaxation time more slowly on heating than the electrons that dominate the bulk current, $P$ rises. A change of pattern is necessary for a nonzero derivative, but not sufficient, because the two averages may happen to agree.

One source of such a change is the competition of two mechanisms. Let impurities scatter isotropically at rate $\Gamma_i$, and let phonons scatter at rate $\Gamma_p(T)a(\mathbf k)$, with a fixed positive pattern $a$. If the rates add at each $\mathbf k$,

$$\tau=\frac{1}{\Gamma_i+\Gamma_pa}
=\frac1{\Gamma_i}\frac1{1+ra},\qquad r=\frac{\Gamma_p}{\Gamma_i}.\tag{9}$$

The prefactor $1/\Gamma_i$ cancels from $P$, which therefore depends on temperature through $r$ alone. There are two plateaus. For $r\to0$ the time is isotropic and $P\to P_{\rm iso}$. For $r\to\infty$ the pattern is $1/a$, and $P$ tends to another constant, in general a different one. The drift occurs between them, so adding impurities shifts it to higher temperature when $\Gamma_p$ increases with $T$.

## A cubic pattern on the sphere

For a case that can be worked by hand, return to the sphere and choose

$$a=1+bK,\qquad K=n_x^4+n_y^4+n_z^4-\frac35.$$

Because $\langle n_z^4\rangle=\int_0^1c^4dc=1/5$, the mean of $K$ is zero. Positive $b$ gives the strongest phonon scattering along $\langle100\rangle$; negative $b$ gives the strongest along $\langle111\rangle$. Substitution into (9) gives

$$\tau=\frac{1}{\Gamma_i+\Gamma_p}\,\frac1{1+\beta K},
\qquad \beta=\frac{br}{1+r}.\tag{10}$$

The first factor cancels, so $P/P_{\rm iso}$ depends on $b$ and $r$ through the single number $\beta$. For small $\beta$ we need the averages of $K$ with the constant-$\tau$ weights.

For the bulk weight $n_x^2$, cubic symmetry lets the three axes be averaged:

$$\langle n_x^2K\rangle=\tfrac13\langle(n_x^2+n_y^2+n_z^2)K\rangle
=\tfrac13\langle K\rangle=0.$$

For the film weight $n_x^2|n_z|$, use $n_x^2=(1-c^2)\cos^2\phi$ and $n_y^2=(1-c^2)\sin^2\phi$. The azimuthal averages of $\cos^6\phi$ and $\cos^2\phi\sin^4\phi$ are $5/16$ and $1/16$, with sum $3/8$. Thus

$$\begin{aligned}
\langle n_x^2|n_z|(n_x^4+n_y^4+n_z^4)\rangle
&=\int_0^1c\left[\tfrac38(1-c^2)^3+\tfrac12(1-c^2)c^4\right]dc\\
&=\tfrac38\cdot\tfrac18+\tfrac12\left(\tfrac16-\tfrac18\right)
=\tfrac{13}{192}.
\end{aligned}$$

Division by the norm $1/8$ gives $13/24$, and the film average of $K$ is $13/24-3/5=-7/120$. The film correction gives less weight to the $\langle100\rangle$ regions of large $K$ than the bulk conductivity does.

Now expand $\tau\propto1-\beta K$. To first order $A$ is unchanged relative to its isotropic value, while $B$ is multiplied by $1-2\beta(-7/120)$. Hence

$$\ln\frac P{P_{\rm iso}}=\frac{7b}{60}\frac r{1+r}+O(b^2).\tag{11}$$

For weak anisotropy the sign of $b$ decides whether the product rises or falls as $r$ grows; higher orders matter for strong anisotropy. On this sphere the rise for positive $\beta$ continues and steepens, whereas for negative $\beta$ the fall reverses near $\beta=-2.2$, close to the limit $b=-2.5$ at which $a$ vanishes along $\langle100\rangle$. To first order in $b$ the logarithmic slope is

$$\frac{d\ln P}{d\ln r}=\frac{7b}{60}\frac{r}{(1+r)^2},$$

whose magnitude is largest at $r=1$, where the two mechanisms have equal strength.

## A different mean free path restores the invariance

Another definition is the area average of $|\mathbf v|\tau$ over a Fermi surface of area $A_F$:

$$\lambda_{\rm area}=\frac1{A_F}\int dS\,|\mathbf v|\tau.$$

For cubic symmetry $v_x^2$, $v_y^2$ and $v_z^2$ contribute equally in (3), so $A=\frac13\int dS\,|\mathbf v|\tau=\frac13A_F\lambda_{\rm area}$. Since $\rho_0=4\pi^3/A$,

$$\rho_0\lambda_{\rm area}=\frac{12\pi^3}{A_F}.\tag{12}$$

This holds for every cubic $\tau(\mathbf k,T)$, even when its pattern changes with temperature. No contradiction with (8) arises: $\lambda_{\rm area}$ is built from the same integral as the bulk conductivity, whereas $\lambda$ in (6) describes the film. The invariant product (12) does not by itself give the film slope.

On a sphere $A_F=4\pi k_F^2$, and (12) equals $P_{\rm iso}=3\pi^2/k_F^2$. There the ratio $P/P_{\rm iso}$ is also $\lambda/\lambda_{\rm area}$.

## Numerical example

Take a model sphere with $k_F=0.7$ bohr$^{-1}$, $\Gamma_i=2\times10^{-4}$ hartree and $\Gamma_p=2\pi g_pk_BT$, with dimensionless coupling $g_p=0.15$. The linear phonon rate is a model choice; another law would relabel the temperatures at which given values of $r$ occur.

At 300 K, $\Gamma_p=8.954\times10^{-4}$ hartree and $r=4.477$. For isotropic scattering the total rate is $1.0954\times10^{-3}$ hartree, so

$$\lambda=\frac{0.7}{1.0954\times10^{-3}}=639\ \text{bohr},\qquad
P_{\rm iso}=\frac{3\pi^2}{0.7^2}=60.43\ \text{a.u.}$$

The resistivity is $60.43/639=0.0946$ a.u. In laboratory units the product is $6.95\times10^{-16}\ \Omega\,{\rm m}^2$. Between 75 and 600 K, $\lambda$ falls from 1652 to 352 bohr while the product stays at 60.43 a.u.

With the cubic pattern the product in atomic units becomes:

| $T$ (K) | $r$ | $P$, $b=+1$ | $P$, $b=-1$ |
|---|---:|---:|---:|
| 75 | 1.12 | 64.40 | 56.89 |
| 150 | 2.24 | 65.76 | 55.86 |
| 300 | 4.48 | 66.86 | 55.07 |
| 600 | 8.95 | 67.61 | 54.57 |
| $r\to\infty$ | $\infty$ | 68.55 | 53.96 |

From 75 to 600 K the product rises by 5.0% for $b=+1$ and falls by 4.1% for $b=-1$. At 300 K, (11) with its second-order term dropped predicts $P/P_{\rm iso}=1.100$ and $0.909$; the full integrals give $1.107$ and $0.911$.

The criterion (8) can be read off directly for $b=+1$ at 300 K. The average of $\partial\ln\tau/\partial\ln T$ is $-0.8005$ in the film weight and $-0.8104$ in the bulk weight. Twice the difference is $d\ln P/d\ln T=0.020$. Both averages are large, but most of their effect cancels, which is why the product drifts far more slowly than $\rho_0$ or $\lambda$.

Two uses of a tabulated product should be distinguished. For $b=+1$ at 300 K, $\rho_0=0.09275$ a.u. Dividing $P_{\rm iso}$ by it gives 651.5 bohr, whereas the film length is 720.9 bohr, so the inferred length is 9.6% too small relative to the film value. If instead the film product measured at 75 K is carried to 300 K, the error is $64.40/66.86-1=-3.7\%$. The first error includes the anisotropy itself; the second comes from its change with temperature.

The control case removes the impurities and keeps $b=+1$. The product evaluated from a film of thickness $d=10^8$ bohr is then 68.555 a.u. at 75 K and 68.554 a.u. at 600 K, which is the anisotropic plateau. The difference in the last digit is a finite-thickness effect: by (5), the relative excess over the limit is $B/(Ad)=3\lambda/(8d)$ to leading order, and $\lambda$ is longer at 75 K.

A surface with varying speed shows the same distinction between definitions. For the band $\varepsilon=2t\,(3-\sum_i\cos k_ia_0)$ take $t=0.05$ hartree, lattice constant $a_0=4$ bohr and Fermi energy $0.16$ hartree above the minimum. The ratio of largest to smallest speed at the sampled points is 1.91. With the same rates and $b=+1$, the film product grows from 160.1 to 166.5 a.u. between 75 and 600 K, while $\rho_0\lambda_{\rm area}$ stays at 118.2 a.u.

## Evaluation and range of use

For a closed surface that each ray from the origin crosses once, directions are convenient integration variables. The surface normal is $\mathbf v/|\mathbf v|$ for an electron-like surface, and projecting $dS$ onto the ray gives $dS\,(\mathbf v\cdot\mathbf n)/|\mathbf v|=k^2d\Omega$. Therefore

$$dS=\frac{k^2|\mathbf v|}{\mathbf v\cdot\mathbf n}\,d\Omega.$$

The factor $|v_z|$ has a kink where $v_z=0$. In the cases above this is the plane $n_z=0$, so one integrates over the upper hemisphere and doubles the result. Equation (6) is preferable to a numerical limit of (1), which subtracts two nearly equal resistivities.

The thick-film law is derived for $d$ much larger than the longest $l$. In thinner films use (4) inside the conductivity integral. For the isotropic sphere at 300 K, where $\lambda$ is 34 nm, a film 10 nm thick then has resistivity $2.48\rho_0$; the thick-film law gives $2.27\rho_0$, which is 9% too low. At $d=\lambda/100$ the law fails badly, giving $38.5\rho_0$ instead of $26.5\rho_0$. For $l\gg d$, expansion of (4) gives $\bar u\simeq d/(2l)$, and the contribution $v_x^2\tau\bar u/|\mathbf v|$ becomes $v_x^2d/(2|v_z||\mathbf v|)$. The relaxation time has dropped out for these directions; it survives through those near $v_z=0$, where $l$ is not large. A ranking of metals by $P$ is therefore a ranking of thick-film slopes and need not hold in very thin films.

Thermal smearing normally enters smooth Fermi-surface integrals at relative order $(k_BT/\varepsilon_F)^2$, which is $1.5\times10^{-5}$ for the sphere at 300 K. Sharp features near the Fermi energy can make it larger. Thermal expansion is a much larger effect: on the sphere $P\propto k_F^{-2}$ scales as the square of the lattice constant, so a linear expansion of 1% raises $P$ by 2%, comparable to the drifts of the example. Temperature-dependent bands or surface scattering, and collision operators whose form changes with temperature, lie outside the invariance proof. Grain-boundary scattering requires a separate calculation.

## Table of computed values

```
Fermi wave vector = 0.700 bohr^-1
impurity rate = 2.000e-04 hartree
phonon coupling g = 0.150 (dimensionless)
isotropic product = 60.4261 a.u.
isotropic product = 6.9516 1e-16 ohm m^2
(kB*300 K/Fermi energy)^2 = 1.50e-05
K average: bulk weight = 0.000000, film = -0.058333
b=+1: rate factor a at <111> = 0.7333, <100> = 1.4000
b=-1: rate factor a at <111> = 1.2667, <100> = 0.6000
r = phonon/impurity rate; rho0, P in a.u.; lambda in bohr
T=75 K: phonon rate=2.2385e-04 hartree, r=1.1192
T=150 K: phonon rate=4.4770e-04 hartree, r=2.2385
T=300 K: phonon rate=8.9539e-04 hartree, r=4.4770
T=600 K: phonon rate=1.7908e-03 hartree, r=8.9539
b=+0 T=75 K: rho0=0.03659 lambda=1651.53 P=60.4261 P/Piso=1.00000
b=+0 T=150 K: rho0=0.05591 lambda=1080.75 P=60.4261 P/Piso=1.00000
b=+0 T=300 K: rho0=0.09456 lambda=639.04 P=60.4261 P/Piso=1.00000
b=+0 T=600 K: rho0=0.17185 lambda=351.62 P=60.4261 P/Piso=1.00000
b=+1 T=75 K: rho0=0.03629 lambda=1774.70 P=64.4043 P/Piso=1.06584
b=+1 T=150 K: rho0=0.05514 lambda=1192.61 P=65.7605 P/Piso=1.08828
b=+1 T=300 K: rho0=0.09275 lambda=720.93 P=66.8632 P/Piso=1.10653
b=+1 T=600 K: rho0=0.16788 lambda=402.72 P=67.6088 P/Piso=1.11887
b=-1 T=75 K: rho0=0.03626 lambda=1569.05 P=56.8880 P/Piso=0.94145
b=-1 T=150 K: rho0=0.05502 lambda=1015.17 P=55.8564 P/Piso=0.92437
b=-1 T=300 K: rho0=0.09241 lambda=595.97 P=55.0735 P/Piso=0.91142
b=-1 T=600 K: rho0=0.16705 lambda=326.67 P=54.5707 P/Piso=0.90310
b=+1, r to infinity: P=68.5543 a.u., P/Piso=1.13451
b=-1, r to infinity: P=53.9622 a.u., P/Piso=0.89303
b=+0 at 300 K: rho0=2.0557 microohm cm, lambda=33.816 nm
  P=6.9516 1e-16 ohm m^2; error of lambda inferred from Piso=-0.00 %
b=+1 at 300 K: rho0=2.0163 microohm cm, lambda=38.150 nm
  P=7.6921 1e-16 ohm m^2; error of lambda inferred from Piso=-9.63 %
b=-1 at 300 K: rho0=2.0090 microohm cm, lambda=31.537 nm
  P=6.3358 1e-16 ohm m^2; error of lambda inferred from Piso=+9.72 %
b=+1 at 300 K: mean dln(tau)/dln(T), film=-0.80046, bulk=-0.81043; dlnP/dlnT=+0.01995
b=+1 at 300 K: first-order P/Piso=1.10006
b=-1 at 300 K: mean dln(tau)/dln(T), film=-0.81667, bulk=-0.80833; dlnP/dlnT=-0.01668
b=-1 at 300 K: first-order P/Piso=0.90904
b=+1, phonons only, T=75 K: film-derived P=68.555 a.u.
b=+1, phonons only, T=600 K: film-derived P=68.554 a.u.
tight binding: hopping=0.050 hartree, lattice=4.0 bohr
tight binding: Fermi energy=0.160 hartree above minimum
tight binding: speed max/min=1.909
tight binding b=+1 T=75 K: film P=160.0647, area-mean product=118.1761 a.u.
tight binding b=+1 T=600 K: film P=166.4767, area-mean product=118.1761 a.u.
```
